# Harmonic Face Permittivities in a Finite-Volume Solver for Layered Gate Dielectrics: a numerical check

```python
"""
Result under test: for planar dielectric layers between ideal electrodes, a
cell-centred finite-volume solver whose interfaces lie on cell faces gives
the exact capacitance eps0 / sum(thickness / permittivity) with harmonic face
permittivities. Width-weighted arithmetic face permittivities overestimate it.
An unweighted mean on unequal cells can err either way.

Symbols: h = cell widths (nm), eps = relative permittivities, phi = potential
(V), flux = gate charge per area divided by eps0 (V/nm), link = flux per volt
between neighbouring points (1/nm), resistance = volts per flux (nm).
The silicon electrode is at x = 0 and phi = 0; the gate is at phi = voltage.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import ai_zeros, airy


def face_links(h, eps, rule):
    """Links at all faces; the electrode faces use half a cell."""
    hl, hr, el, er = h[:-1], h[1:], eps[:-1], eps[1:]
    if rule == "harmonic":
        face_eps = (hl + hr) / (hl / el + hr / er)
    elif rule == "weighted":
        face_eps = (hl * el + hr * er) / (hl + hr)
    elif rule == "plain":
        face_eps = (el + er) / 2
    else:
        raise ValueError(rule)
    inner = face_eps / ((hl + hr) / 2)
    return np.concatenate(([2 * eps[0] / h[0]], inner,
                           [2 * eps[-1] / h[-1]]))


def finite_volume(h, eps, rule, voltage=1.0):
    """Solve the tridiagonal balance; return potentials, fluxes and links."""
    g = face_links(h, eps, rule)
    n = len(h)
    band = np.zeros((3, n))
    band[0, 1:] = -g[1:-1]
    band[1] = g[:-1] + g[1:]
    band[2, :-1] = -g[1:-1]
    rhs = np.zeros(n)
    rhs[-1] = g[-1] * voltage
    phi = solve_banded((1, 1), band, rhs)
    flux = g * np.diff(np.concatenate(([0.0], phi, [voltage])))
    return phi, flux, g


def matched_layers(t, k, voltage=1.0):
    """Continuous problem: linear potential per layer, matched at interfaces."""
    m = len(t)
    a = np.zeros((2 * m, 2 * m))      # unknowns: m start values, m slopes
    b = np.zeros(2 * m)
    a[0, 0] = 1.0
    for j in range(m - 1):
        a[1 + 2 * j, [j, m + j, j + 1]] = [1.0, t[j], -1.0]
        a[2 + 2 * j, [m + j, m + j + 1]] = [k[j], -k[j + 1]]
    a[-1, [m - 1, 2 * m - 1]] = [1.0, t[-1]]
    b[-1] = voltage
    u = np.linalg.solve(a, b)
    return u[:m], u[m:]


def potential_at(x, t, start, slope):
    edges = np.concatenate(([0.0], np.cumsum(t)))
    j = np.clip(np.searchsorted(edges, x, side="right") - 1, 0, len(t) - 1)
    return start[j] + slope[j] * (x - edges[j])


def centres(h):
    return np.cumsum(h) - h / 2


def weighted_deficit(h, eps):
    hl, hr, el, er = h[:-1], h[1:], eps[:-1], eps[1:]
    return np.sum(hl * hr * (el - er)**2
                  / (2 * el * er * (hl * el + hr * er)))


def plain_deficit(h, eps):
    hl, hr, el, er = h[:-1], h[1:], eps[:-1], eps[1:]
    return np.sum((el - er) * (hr * el - hl * er)
                  / (2 * el * er * (el + er)))


# Random stacks on random unequal meshes, against the continuous solution.
rng = np.random.default_rng(7)
worst_flux = worst_phi = 0.0
for trial in range(200):
    m = rng.integers(2, 7)
    t = rng.uniform(0.3, 3.0, m)
    k = rng.uniform(2.0, 40.0, m)
    widths, values = [], []
    for tj, kj in zip(t, k):
        parts = rng.uniform(0.2, 1.0, rng.integers(1, 6))
        widths.extend(tj * parts / parts.sum())
        values.extend([kj] * len(parts))
    h, eps = np.array(widths), np.array(values)
    start, slope = matched_layers(t, k)
    true_flux = k[0] * slope[0]
    phi, flux, g = finite_volume(h, eps, "harmonic")
    worst_flux = max(worst_flux, np.max(np.abs(flux / true_flux - 1)))
    true_phi = potential_at(centres(h), t, start, slope)
    worst_phi = max(worst_phi, np.max(np.abs(phi - true_phi)))
    assert np.isclose(true_flux, 1 / np.sum(t / k), rtol=1e-10)
    matrix = (np.diag(g[:-1] + g[1:]) - np.diag(g[1:-1], 1)
              - np.diag(g[1:-1], -1))
    assert np.linalg.eigvalsh(matrix)[0] > 0
    left_half, right_half = 2 * eps[:-1] / h[:-1], 2 * eps[1:] / h[1:]
    face_phi = ((left_half * phi[:-1] + right_half * phi[1:])
                / (left_half + right_half))
    true_face = potential_at(np.cumsum(h)[:-1], t, start, slope)
    assert np.allclose(face_phi, true_face, atol=1e-10)
    arith = finite_volume(h, eps, "weighted")[1][0]
    assert arith > true_flux
    assert np.isclose(1 / true_flux - 1 / arith, weighted_deficit(h, eps),
                      rtol=1e-8, atol=1e-11)
    plain = finite_volume(h, eps, "plain")[1][0]
    assert np.isclose(1 / true_flux - 1 / plain, plain_deficit(h, eps),
                      rtol=1e-8, atol=1e-11)
assert worst_flux < 1e-10 and worst_phi < 1e-10

# Sign of the unweighted-mean error at one interface, and its vanishing point.
for trial in range(200):
    low = rng.uniform(2, 10)
    high = low * rng.uniform(1.2, 8)
    h = np.array([1.0, rng.uniform(0.2, 12)])
    eps = np.array([low, high])
    gap = h[0] / low - h[1] / high
    if abs(gap) > 1e-3:
        truth = matched_layers(h, eps)[1][0] * low
        plain = finite_volume(h, eps, "plain")[1][0]
        assert (plain > truth) == (gap > 0)
h, eps = np.array([0.39, 2.0]), np.array([3.9, 20.0])
assert np.isclose(finite_volume(h, eps, "plain")[1][0],
                  matched_layers(h, eps)[1][0] * eps[0], rtol=1e-12)

# Symbolic two-cell solution: identities hold for all widths and permittivities.
h1, h2, e1, e2 = sp.symbols("h1 h2 e1 e2", positive=True)
g1, g3 = 2 * e1 / h1, 2 * e2 / h2
series = h1 / e1 + h2 / e2
sym_deficit = h1 * h2 * (e1 - e2)**2 / (2 * e1 * e2 * (h1 * e1 + h2 * e2))
for mean, expected in [
        ((h1 + h2) / (h1 / e1 + h2 / e2), series),
        ((h1 * e1 + h2 * e2) / (h1 + h2), series - sym_deficit)]:
    g2 = 2 * mean / (h1 + h2)
    sol = sp.Matrix([[g1 + g2, -g2], [-g2, g2 + g3]]).LUsolve(
        sp.Matrix([0, g3]))
    sym_flux = sp.cancel(sp.together(g1 * sol[0]))
    assert sp.cancel(sp.together(1 / sym_flux - expected)) == 0

# Worked example: rough typical metal-gate stack on silicon.
t = np.array([0.8, 2.0])
k = np.array([3.9, 20.0])
voltage = 0.8
to_uf = sc.epsilon_0 / 1e-9 * 100     # 1/nm to uF/cm2
start, slope = matched_layers(t, k, voltage)
flux_true = k[0] * slope[0]
resistance = voltage / flux_true
cap = to_uf / resistance
print(f"interlayer oxide: {t[0]:.1f} nm, permittivity {k[0]:.1f}")
print(f"high-k oxide: {t[1]:.1f} nm, permittivity {k[1]:.1f}")
print(f"voltage across dielectric: {voltage:.2f} V")
print(f"t/eps of the layers: {t[0]/k[0]:.5f}, {t[1]/k[1]:.5f} nm")
print(f"sum of t/eps: {resistance:.5f} nm")
print(f"exact capacitance: {cap:.4f} uF/cm2")
print(f"equivalent oxide thickness: {k[0]*resistance:.4f} nm")
print(f"gate charge: {cap*voltage:.4f} uC/cm2")
print(f"interface potential: {start[1]:.4f} V")
print(f"fields, interlayer and high-k: {10*slope[0]:.3f}, "
      f"{10*slope[1]:.3f} MV/cm")


def uniform_mesh(step):
    counts = np.rint(t / step).astype(int)
    assert np.allclose(counts * step, t)
    return np.full(counts.sum(), step), np.repeat(k, counts)


h, eps = uniform_mesh(0.4)
for rule in ("harmonic", "weighted"):
    phi, flux, g = finite_volume(h, eps, rule, voltage)
    name = "harmonic" if rule == "harmonic" else "arithmetic"
    print(f"h=0.4 nm {name} links (1/nm): "
          + " ".join(f"{v:.3f}" for v in g))
    print(f"h=0.4 nm {name} potentials (V): "
          + " ".join(f"{v:.4f}" for v in phi))
    if rule == "weighted":
        print("layer drops implied by arithmetic flux, summed: "
              f"{flux[0]*np.sum(t/k):.4f} V")
face_h = 2 / (1 / k[0] + 1 / k[1])
print(f"interface permittivity, harmonic and arithmetic: {face_h:.4f}, "
      f"{k.mean():.4f}")
print(f"resistance deficit at h=0.4 nm: {weighted_deficit(h, eps):.5f} nm")
print("mesh table: h (nm), harmonic C, arithmetic C (uF/cm2), "
      "arithmetic error (%)")
lost = []
for step in (0.4, 0.2, 0.1, 0.05, 0.025):
    h, eps = uniform_mesh(step)
    ch = finite_volume(h, eps, "harmonic")[1][0] * to_uf
    ca = finite_volume(h, eps, "weighted")[1][0] * to_uf
    assert np.isclose(ch, cap, rtol=1e-10) and ca > cap
    lost.append(1 / cap - 1 / ca)
    print(f"  {step:.3f}  {ch:.4f}  {ca:.4f}  {100*(ca/cap-1):+.3f}")
assert np.allclose(np.array(lost[:-1]) / np.array(lost[1:]), 2, rtol=1e-6)

one_cell = finite_volume(t, k, "harmonic")[1][0] * to_uf
assert np.isclose(one_cell, cap, rtol=1e-12)
print(f"harmonic C with one cell per layer: {one_cell:.4f} uF/cm2")

print("unequal cells, interlayer h=0.2 nm: high-k h (nm), "
      "plain-mean and weighted-mean error (%)")
signs = []
for count in (10, 2, 1):
    h = np.concatenate((np.full(4, 0.2), np.full(count, t[1] / count)))
    eps = np.repeat(k, [4, count])
    err = [100 * (finite_volume(h, eps, r)[1][0] * to_uf / cap - 1)
           for r in ("plain", "weighted")]
    signs.append(err[0] > 0)
    assert err[1] > 0
    print(f"  {t[1]/count:.1f}  {err[0]:+.3f}  {err[1]:+.3f}")
assert signs == [True, True, False]

# Interface inside a cell: centre sampling, then the cell harmonic mean.
print("cut cells: cell count, centre-sampled harmonic and arithmetic "
      "error (%), cured error below 1e-8 %")
cut_errors = {}
for n in (5, 9):
    h = np.full(n, t.sum() / n)
    sampled = np.where(centres(h) < t[0], k[0], k[1])
    err = [100 * (finite_volume(h, sampled, r)[1][0] * to_uf / cap - 1)
           for r in ("harmonic", "weighted")]
    first_length = np.clip(t[0] - (centres(h) - h / 2), 0, h)
    cell_mean = h / (first_length / k[0] + (h - first_length) / k[1])
    cured = finite_volume(h, cell_mean, "harmonic")[1][0] * to_uf
    cured_ok = abs(100 * (cured / cap - 1)) < 1e-8
    assert cured_ok
    cut_errors[n] = err
    print(f"  {n}  {err[0]:+.3f}  {err[1]:+.3f}  {cured_ok}")
assert cut_errors[5][0] > 0 and cut_errors[9][0] < 0
assert cut_errors[9][1] < 0

# Size of neglected effects. Material inputs below are rough typical values.
k_si, m_normal, m_plane, valleys, temperature = 11.7, 0.92, 0.19, 2, 300.0
q, hbar, me = sc.e, sc.hbar, sc.m_e
sheet = flux_true * 1e9 * sc.epsilon_0 / q              # electrons per m2
force = q * flux_true * 1e9 / k_si                      # N, surface field
length = (hbar**2 / (2 * m_normal * me * force))**(1 / 3)
root = -ai_zeros(1)[0][0]
level = root * force * length                          # J
norm = quad(lambda s: airy(s - root)[0]**2, 0, 15)[0]
first = quad(lambda s: s * airy(s - root)[0]**2, 0, 15)[0]
depth = length * first / norm
assert np.isclose(depth, 2 * level / (3 * force), rtol=1e-6)
kt = sc.k * temperature
dos = valleys * m_plane * me / (np.pi * hbar**2)


def electrons(mu):
    return dos * kt * np.log1p(np.exp(mu / kt))


mu = kt * np.log(np.expm1(sheet / (dos * kt)))
step_mu = 1e-4 * kt
quantum_cap = q**2 * (electrons(mu + step_mu)
                      - electrons(mu - step_mu)) / (2 * step_mu)
extra_depth = depth * 1e9 / k_si
extra_dos = sc.epsilon_0 / quantum_cap * 1e9
cap_si = to_uf / (resistance + extra_depth + extra_dos)
print(f"rough silicon inputs: permittivity {k_si}, masses {m_normal} and "
      f"{m_plane} m_e, {valleys} valleys, {temperature:.0f} K")
print(f"electron sheet density: {sheet*1e-4:.3e} cm^-2")
print(f"electron-layer mean depth: {depth*1e9:.3f} nm")
print(f"Fermi level above subband, and kT: {mu/q:.4f}, {kt/q:.4f} eV")
print(f"added t/eps from depth and density of states: {extra_depth:.4f}, "
      f"{extra_dos:.4f} nm")
print(f"C with silicon terms: {cap_si:.3f} uF/cm2, change "
      f"{100*(cap_si/cap-1):+.1f} %")

barrier = np.array([3.1, 1.5])                         # eV above silicon edge
mass = np.array([0.5, 0.2])                            # tunnelling masses
action = 0.0
for j in range(2):
    def height(x, j=j):
        return barrier[j] - level / q - start[j] - slope[j] * x
    assert height(t[j]) > 0 and height(0.0) > 0
    action += 2 * quad(lambda x: np.sqrt(2 * mass[j] * me * q * height(x))
                       / hbar * 1e-9, 0, t[j])[0]
transmission = np.exp(-action)
turning = level / force
speed = np.sqrt(2 * level / (m_normal * me))
round_trip = 2 * turning / speed * quad(
    lambda u: 1 / np.sqrt(1 - u), 0, 1)[0]
escape = transmission / round_trip
leakage = q * sheet * escape * 1e-4                    # A/cm2
corner = leakage / voltage / (2 * np.pi * cap * 1e-6)
print(f"rough barriers {barrier[0]}, {barrier[1]} eV; tunnelling masses "
      f"{mass[0]}, {mass[1]} m_e")
print(f"subband energy: {level/q:.3f} eV; WKB transmission: "
      f"{transmission:.1e}")
print(f"rough leakage: {leakage:.1e} A/cm2; leakage equals capacitive "
      f"current at {corner:.1e} Hz")
breakdown = np.array([10.0, 4.0])                      # rough, MV/cm
ratio = 10 * slope / breakdown
assert np.all(ratio < 1)
print(f"rough breakdown fields: {breakdown[0]:.0f}, {breakdown[1]:.0f} "
      f"MV/cm; field fractions: {ratio[0]:.2f}, {ratio[1]:.2f}")
print("done: every assertion held")
```

It prints:

```
interlayer oxide: 0.8 nm, permittivity 3.9
high-k oxide: 2.0 nm, permittivity 20.0
voltage across dielectric: 0.80 V
t/eps of the layers: 0.20513, 0.10000 nm
sum of t/eps: 0.30513 nm
exact capacitance: 2.9018 uF/cm2
equivalent oxide thickness: 1.1900 nm
gate charge: 2.3214 uC/cm2
interface potential: 0.5378 V
fields, interlayer and high-k: 6.723, 1.311 MV/cm
h=0.4 nm harmonic links (1/nm): 19.500 9.750 16.318 50.000 50.000 50.000 50.000 100.000
h=0.4 nm harmonic potentials (V): 0.1345 0.4034 0.5640 0.6165 0.6689 0.7213 0.7738
h=0.4 nm arithmetic links (1/nm): 19.500 9.750 29.875 50.000 50.000 50.000 50.000 100.000
h=0.4 nm arithmetic potentials (V): 0.1479 0.4438 0.5404 0.5981 0.6558 0.7135 0.7712
layer drops implied by arithmetic flux, summed: 0.8802 V
interface permittivity, harmonic and arithmetic: 6.5272, 11.9500
resistance deficit at h=0.4 nm: 0.02781 nm
mesh table: h (nm), harmonic C, arithmetic C (uF/cm2), arithmetic error (%)
  0.400  2.9018  3.1928  +10.028
  0.200  2.9018  3.0403  +4.775
  0.100  2.9018  2.9695  +2.332
  0.050  2.9018  2.9352  +1.152
  0.025  2.9018  2.9184  +0.573
harmonic C with one cell per layer: 2.9018 uF/cm2
unequal cells, interlayer h=0.2 nm: high-k h (nm), plain-mean and weighted-mean error (%)
  0.2  +4.775  +4.775
  1.0  +0.142  +5.531
  2.0  -5.103  +5.643
cut cells: cell count, centre-sampled harmonic and arithmetic error (%), cured error below 1e-8 %
  5  +19.382  +40.835  True
  9  -8.273  -1.894  True
rough silicon inputs: permittivity 11.7, masses 0.92 and 0.19 m_e, 2 valleys, 300 K
electron sheet density: 1.449e+13 cm^-2
electron-layer mean depth: 0.888 nm
Fermi level above subband, and kT: 0.0905, 0.0259 eV
added t/eps from depth and density of states: 0.0759, 0.0359 nm
C with silicon terms: 2.124 uF/cm2, change -26.8 %
rough barriers 3.1, 1.5 eV; tunnelling masses 0.5, 0.2 m_e
subband energy: 0.298 eV; WKB transmission: 1.3e-07
rough leakage: 1.8e+01 A/cm2; leakage equals capacitive current at 1.3e+06 Hz
rough breakdown fields: 10, 4 MV/cm; field fractions: 0.67, 0.33
done: every assertion held
```
